# The Vosko–Wilk–Nusair Correlation Energy and Potential from a Padé Approximant

The correlation energy of the uniform electron gas has asymptotic expansions of known form in its high- and low-density limits and is known only numerically in between. This problem builds a rational model for its density derivative, integrates the model in closed form, and finds the potential that follows from it.

**Setting.** Electrons of density $n$, with both spins equally occupied, move in a uniform neutralizing background. Gaussian units are used, with

$$a_0=\frac{\hbar^2}{me^2},\qquad r_s=\frac{1}{a_0}\left(\frac{3}{4\pi n}\right)^{1/3},\qquad x=\sqrt{r_s}.$$

The hartree is $1\,\text{Ha}=e^2/a_0$. The correlation energy per electron, $\varepsilon_c$, is the total energy per electron minus the kinetic energy of noninteracting electrons and minus the exchange energy. The Fermi wave number follows from $n=k_F^3/3\pi^2$, so $k_F\propto 1/r_s$.

## (a) The high-density slope

*Find the limit $A$ of $r_s\,d\varepsilon_c/dr_s$ as $r_s\to0$, starting from the random-phase (ring) energy. Does the ring energy produce a correction of order $\sqrt{r_s}$?*

**Solution.** The starting point is the standard ring energy per volume,

$$\frac{E_{\rm ring}}{V}=\frac{\hbar}{2}\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\,\bigl[\ln(1+y)-y\bigr],\qquad y=\frac{4\pi e^2}{q^2}\,\Pi(q,i\omega),$$

where $\Pi$ is the density response of free electrons, with its sign chosen positive. Put $q=k_Fp$ and $\omega=qv_Fu$, with $v_F=\hbar k_F/m$, and write $\Pi=N_0R(p,u)$, where $N_0=mk_F/(\pi^2\hbar^2)$ is the density of states at the Fermi level. Then

$$y=\lambda\frac{R}{p^2},\qquad \lambda=\frac{4}{\pi k_Fa_0}\propto r_s .$$

The measure supplies $\frac{\hbar}{2}\cdot\frac{1}{2\pi^2}\cdot\frac{1}{2\pi}\,k_F^4v_F\,p^3\,dp\,du$. Dividing by $n$ and using $\hbar^2/m=e^2a_0$ gives

$$\varepsilon_{\rm ring}=\frac{3e^2a_0k_F^2}{8\pi}\int_0^\infty\!p^3dp\int_{-\infty}^{\infty}\!du\,\bigl[\ln(1+y)-y\bigr].$$

Now apply $r_s\,d/dr_s$ at fixed $p$ and $u$. The prefactor $k_F^2$ contributes a factor $-2$. Since $y\propto r_s$, the bracket contributes $y\,\frac{d}{dy}[\ln(1+y)-y]=-y^2/(1+y)$. The bracket is therefore replaced by

$$g(y)=2y-2\ln(1+y)-\frac{y^2}{1+y}.$$

For small $y$, $g\approx y^3/3$. Wave numbers $p\sim1$ have $y\sim\lambda$ and contribute of order $k_F^2\lambda^3\propto r_s$, which vanishes in the limit. What survives comes from $p\sim\sqrt\lambda$, that is, from wave numbers comparable to the inverse screening length $k_F\sqrt\lambda$. There $R(p,u)$ may be replaced by $R(u)=R(0,u)$.

To find $R(u)$, note that at small $q$ only electrons at the Fermi surface respond. If $\mu$ is the cosine of the angle between their velocity and $\mathbf q$,

$$R(u)=\frac12\int_{-1}^{1}\frac{\mu\,d\mu}{\mu-iu}=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+u^2}=1-u\arctan\frac1u ,$$

because the part of the integrand odd in $\mu$ cancels.

For the $p$ integral, substitute $w=\lambda R/p^2$, which gives $p^3dp\to\lambda^2R^2\,dw/(2w^3)$. Since

$$\frac{g(w)}{w^3}=\frac{d}{dw}\,\frac{\ln(1+w)-w}{w^2},$$

and the function being differentiated runs from $-\tfrac12$ at $w=0$ to $0$ at infinity, the $w$ integral of $g/w^3$ is $\tfrac12$. Hence $\int p^3g\,dp=\lambda^2R^2/4$, and

$$A=\frac{3e^2a_0k_F^2}{8\pi}\cdot\frac{16}{\pi^2k_F^2a_0^2}\cdot\frac14\int_{-\infty}^{\infty}\!R^2du=\frac{3}{2\pi^3}\,\frac{e^2}{a_0}\int_{-\infty}^{\infty}\!R^2du .$$

Insert the $\mu$ integral for each factor $R$ and use $\int_{-\infty}^\infty du\,[(\mu^2+u^2)(\nu^2+u^2)]^{-1}=\pi/[\mu\nu(\mu+\nu)]$:

$$\int_{-\infty}^{\infty}\! R^2du=\pi\int_0^1\!\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu=2\pi\int_0^1\!\mu^2d\mu\int_0^1\!\frac{t\,dt}{1+t}=\frac{2\pi}{3}(1-\ln2).$$

The second form takes twice the region $\nu<\mu$ and sets $\nu=\mu t$. Therefore

$$A=\frac{1-\ln 2}{\pi^2}\,\frac{e^2}{a_0}=0.03109\ \text{Ha}.$$

Second-order exchange does not alter this slope. It scales as $(e^2k_F)^2/(\hbar^2k_F^2/m)=me^4/\hbar^2$, which is independent of density. That the remaining terms vanish as $r_s\to0$ is taken here from perturbation theory.

As for a $\sqrt{r_s}$ term, reversing the sign of $p$ at fixed $u$ reverses both $\mathbf q$ and $\omega$, which leaves $\Pi$ unchanged. Since $R(p,u)$ is analytic in $p$ near $p=0$ at fixed $u\neq0$, its expansion there contains even powers only, $R(p,u)=R(u)+R_1(u)p^2+\dots$ with $R_1=-1/[12(1+u^2)^2]$. Its first correction, $R_1(u)p^2$, is of relative order $p^2\sim\lambda\propto r_s$. It shifts $y$ by $\lambda R_1$ and the integrand by $p^3g'(y)\lambda R_1$. For $\sqrt\lambda\ll p\ll1$, $g'\approx y^2=\lambda^2R^2/p^4$, so this range contributes $\lambda^3R^2R_1\int dp/p\approx\tfrac12\lambda^3R^2R_1\ln(1/\lambda)$, and the prefactor $k_F^2$ turns this into a term of order $r_s\ln r_s$. The ring slope thus has a correction of order $r_s\ln r_s$ and none of order $\sqrt{r_s}$. A numerical evaluation of the full ring integral at $r_s=10^{-4}$ and $10^{-2}$ gives a correction growing with an effective power $0.88$, well away from $0.5$.

## (b) The rational model

*Find the rational functions $P(x)$ of lowest degree for which $r_s\,d\varepsilon_c/dr_s=A\,P(x)$ has the slope of (a), has no $\sqrt{r_s}$ correction, and allows the powers of $r_s$ expected of an electron crystal at low density.*

**Solution.** At low density the electrons localize on a lattice. Their electrostatic energy scales as $e^2/(a_0r_s)$. Their zero-point energy scales as $\hbar\sqrt{e^2/(mr_s^3a_0^3)}\propto r_s^{-3/2}$. The subtracted exchange energy scales as $1/r_s$ and the subtracted kinetic energy as $1/r_s^2$. So $P$ must start as $x^{-2}$ at large $x$, followed by $x^{-3}$, and $P(0)=1$.

The decay requires a denominator two degrees higher than the numerator. A constant numerator gives $1/(1+b_1x+b_2x^2)$. Removing its term linear in $x$ forces $b_1=0$, and the result then has no $x^{-3}$ term. The next candidate is

$$P=\frac{1+ax}{1+b_1x+b_2x^2+b_3x^3}=1+(a-b_1)x+O(x^2).$$

The absence of a $\sqrt{r_s}$ term requires $a=b_1$, so

$$P(x)=\frac{1+b_1x}{1+b_1x+b_2x^2+b_3x^3}.$$

This is an interpolation, not a derived law. Its expansion about $x=0$ contains powers of $x$ alone, so it cannot reproduce the $r_s\ln r_s$ term found in (a). The three coefficients are fixed by fitting and are assumed positive, so that $P$ is positive and has no pole for $x\ge0$.

## (c) Partial fractions

*Write the denominator as $b_3(x-x_0)X(x)$ with $X(x)=x^2+bx+c$, and decompose $d\varepsilon_c/dx$ into terms that can be integrated.*

**Solution.** The denominator, with $b_3>0$, equals 1 at $x=0$ and tends to $-\infty$ as $x\to-\infty$, so it has a real root $x_0<0$. Expanding the product,

$$(x-x_0)X=x^3+(b-x_0)x^2+(c-bx_0)x-cx_0 ,$$

and comparing coefficients, starting with the constant term, gives

$$b_3=-\frac{1}{cx_0},\qquad b_2=(b-x_0)b_3,\qquad b_1=(c-bx_0)b_3 .$$

Dividing numerator and denominator of $P$ by $b_3$,

$$P=\frac{-cx_0+(c-bx_0)x}{(x-x_0)X}=\frac{c(x-x_0)-bx_0x}{(x-x_0)X}.$$

Since $r_s=x^2$, we have $r_s\,d/dr_s=\frac{x}{2}\,d/dx$. Therefore

$$\frac1A\frac{d\varepsilon_c}{dx}=\frac{2P}{x}=\frac{2c}{xX}-\frac{2bx_0}{(x-x_0)X}.$$

Any numerator $1+ax$ splits this way, since $-cx_0(1+ax)=c(x-x_0)-c(1+ax_0)x$; the choice $a=b_1$ reduces the second coefficient to $c(1+ax_0)=bx_0$.

For the first term use $c=X-x(x+b)$:

$$\frac{2c}{xX}=\frac2x-\frac{2(x+b)}{X}=\frac2x-\frac{2x+b}{X}-\frac{b}{X}.$$

For the second use $X(x)-X(x_0)=(x-x_0)(x+x_0+b)$:

$$\frac{2}{(x-x_0)X}=\frac{1}{X(x_0)}\left[\frac{2}{x-x_0}-\frac{2x+b}{X}-\frac{b+2x_0}{X}\right].$$

In both lines the numerator over $X$ has been split into $X'=2x+b$, which integrates to a logarithm, and a constant.

## (d) The correlation energy

*Integrate with $\varepsilon_c\to0$ as $r_s\to\infty$. Assume $b>0$ and that $X$ has complex roots, $4c>b^2$.*

**Solution.** Let $Q=\sqrt{4c-b^2}$ and $T(x)=\arctan\dfrac{Q}{2x+b}$. Then

$$\frac{dT}{dx}=-\frac{2Q}{(2x+b)^2+Q^2}=-\frac{Q}{2X},$$

because $(2x+b)^2+4c-b^2=4X$. So $-2T/Q$ is the antiderivative of $1/X$ that vanishes at infinity. The logarithms combine into $\ln(x^2/X)$ and $\ln[(x-x_0)^2/X]$, which also vanish there. No integration constant remains, and

$$\boxed{\;\varepsilon_c=A\left\{\ln\frac{x^2}{X}+\frac{2b}{Q}T-\frac{bx_0}{X(x_0)}\left[\ln\frac{(x-x_0)^2}{X}+\frac{2(b+2x_0)}{Q}T\right]\right\}\;}$$

The choice of arctangent matters. Using $\arctan[(2x+b)/Q]$ with reversed sign gives the same derivative but leaves a constant at infinity, which would have to be subtracted.

If the roots of $X$ are real, distinct, and different from $x_0$, then $Q=i\kappa$ with $\kappa=\sqrt{b^2-4c}$. The ratio $T/Q$ becomes $\kappa^{-1}\,\mathrm{artanh}[\kappa/(2x+b)]$, and the formula otherwise stands.

## (e) The correlation potential

*Find $v_c=d(n\varepsilon_c)/dn$, the functional derivative of the local-density energy $\int n\,\varepsilon_c(n)\,d^3r$ at zero spin polarization. How does it compare with $\varepsilon_c$?*

**Solution.** The product rule gives $v_c=\varepsilon_c+n\,d\varepsilon_c/dn$. From $r_s\propto n^{-1/3}$ it follows that $n\,d/dn=-\frac13r_s\,d/dr_s$. The required derivative is the model itself, so the closed form need not be differentiated:

$$\boxed{\;v_c=\varepsilon_c-\frac A3P=\varepsilon_c-\frac A3\,\frac{c(x-x_0)-bx_0x}{(x-x_0)X}\;}$$

Because $P>0$, $\varepsilon_c$ rises with $r_s$ towards zero and is therefore negative, and $v_c<\varepsilon_c$ at every density. An added electron gains its own correlation energy and also raises the density, which strengthens the correlation energy of the others. The second effect is the term $-AP/3$.

## (f) The two limits

*Expand $\varepsilon_c$ at high and low density. Using the paramagnetic parameters that Vosko, Wilk and Nusair fitted to quantum Monte Carlo energies (not their separate random-phase set), $A=0.0310907$ Ha, $x_0=-0.10498$, $b=3.72744$, $c=12.9352$, compare the low-density limit with that of a body-centred cubic crystal.*

**Solution.** At small $x$, $P=1-b_2x^2+O(x^3)$. Integrating $AP/r_s$ over $r_s$,

$$\varepsilon_c=A\ln r_s+C_0-Ab_2r_s+\dots$$

The constant follows from the closed form as $x\to0$. With $T_0=\arctan(Q/b)$,

$$C_0=A\left\{-\ln c+\frac{2b}{Q}T_0-\frac{bx_0}{X(x_0)}\left[\ln\frac{x_0^2}{c}+\frac{2(b+2x_0)}{Q}T_0\right]\right\}=-0.0466\ \text{Ha}.$$

In this limit $v_c-\varepsilon_c\to-A/3$. The pole of $P$ at $x_0$ confines this series to $r_s<x_0^2=0.011$. Its three terms give $-0.1270$ Ha at $r_s=0.1$, where the closed form gives $-0.1214$ Ha, and $-0.134$ Ha at $r_s=1$, where it gives $-0.060$ Ha, so the series says nothing about metallic densities.

At large $x$, set $k_1=c-bx_0$. Then

$$P=\frac{k_1x-cx_0}{x^3\,[1+(b-x_0)/x+\dots]}=\frac{k_1}{x^2}+\frac{k_3}{x^3}+\dots,\qquad k_3=-cx_0-k_1(b-x_0).$$

Integrating inwards from infinity,

$$\varepsilon_c=-\frac{Ak_1}{r_s}-\frac{2Ak_3}{3r_s^{3/2}}+\dots=\left(-\frac{0.414}{r_s}+\frac{1.03}{r_s^{3/2}}+\dots\right)\text{Ha}.$$

This series converges only for $r_s>c=12.9$; its two terms give $-0.0092$ Ha at $r_s=20$ against $-0.0115$ Ha from the closed form. The second term is positive, the sign of a zero-point energy, because $k_3=-bX(-x_0)$ and $b>0$. Its size is not the crystal value: the harmonic zero-point energy of the body-centred cubic lattice is $1.33/r_s^{3/2}$ Ha, and the fitted coefficient is about 22% smaller. Since the leading term varies as $n^{1/3}$, $v_c/\varepsilon_c\to4/3$.

For the crystal, a lattice sum gives an electrostatic energy of $-0.8959/r_s$ Ha per electron. The exchange energy of the unpolarized gas, $-3e^2k_F/4\pi$, equals $-0.4582/r_s$ Ha. Their difference is the leading crystal value of $\varepsilon_c$, namely $-0.4378/r_s$ Ha. The fitted coefficient is smaller in magnitude by about 5% of the crystal value. The model thus has the right power at low density, but with these parameters its coefficient $Ak_1=Ab_1/b_3$ is not the crystal value, and this fit should not be used to extrapolate precisely into the crystal regime.

## (g) A worked value

*Evaluate $\varepsilon_c$ and $v_c$ at $r_s=4$ with the same parameters.*

**Solution.** Here $x=2$, and the density is $0.00373\,a_0^{-3}$. The auxiliary quantities are $X=24.3901$, $X(x_0)=12.5549$, $Q=6.15199$ and $T=0.67237$. The two brackets are

$$\ln\frac{x^2}{X}+\frac{2b}{Q}T=-1.80788+0.81477=-0.99311,$$

$$\ln\frac{(x-x_0)^2}{X}+\frac{2(b+2x_0)}{Q}T=-1.70557+0.76888=-0.93669 .$$

With $bx_0/X(x_0)=-0.03117$,

$$\varepsilon_c=0.0310907\,\bigl[-0.99311+0.03117\times(-0.93669)\bigr]\ \text{Ha}=-0.03178\ \text{Ha}.$$

The part belonging to the root $x_0$ supplies about 3% of this value.

For the potential, $b_1=9.8138$, $b_2=2.8222$ and $b_3=0.7364$ give

$$P=\frac{1+19.6276}{1+19.6276+11.2889+5.8913}=\frac{20.6276}{37.8078}=0.5456,$$

so $AP/3=0.005654$ Ha and

$$v_c=(-0.031784-0.005654)\ \text{Ha}=-0.0374\ \text{Ha}.$$

In electronvolts, $\varepsilon_c=-0.865$ eV and $v_c=-1.019$ eV. These digits serve to check the arithmetic; they do not measure how accurately the fit describes the electron gas.

The ratio $v_c/\varepsilon_c$ is $1.18$ here. It rises from $1.11$ at $r_s=0.5$ to $1.24$ at $r_s=20$, still short of the low-density limit $4/3$. The numerical check compares the closed form with direct quadrature of the model, and the potential with numerical differentiation of $n\varepsilon_c$.

## Computed results

```
A (published) = 0.0310907 Ha
A exact, (1-ln2)/pi^2 = 0.03109069 Ha
x0 = -0.10498
b = 3.72744
c = 12.9352
b1 = 9.813786
b2 = 2.822236
b3 = 0.736411
integral of R^2 over all u = 0.642671
RPA slope rs*dec/drs at rs=1e-4 = 0.0310877 Ha
RPA slope rs*dec/drs at rs=1e-2 = 0.0309206 Ha
exponent of slope correction = 0.881
Example:
rs = 4.0
x = 2.0
density n = 0.0037302 a0^-3
X(x) = 24.390080
X(x0) = 12.554914
Q = 6.151991
T = atan(Q/(2x+b)) = 0.672372 rad
ln(x^2/X) = -1.807882
(2b/Q) T = 0.814770
first bracket = -0.993113
ln((x-x0)^2/X) = -1.705565
(2(b+2x0)/Q) T = 0.768875
second bracket = -0.936690
b x0/X(x0) = -0.031168
P(x) = 0.545590
A P/3 = 0.005654 Ha
ec = -0.031784 Ha
vc = -0.037439 Ha
ec = -0.8649 eV
vc = -1.0188 eV
rs, ec (Ha), vc (Ha):
  0.5  -0.077063  -0.085624
  1.0  -0.060019  -0.067816
  2.0  -0.044783  -0.051604
  4.0  -0.031784  -0.037439
 10.0  -0.018545  -0.022518
 20.0  -0.011548  -0.014330
Limits:
C0 = -0.046646 Ha
VWN coefficient of 1/rs = -0.414330 Ha
VWN coefficient of rs^(-3/2) = 1.030446 Ha
bcc electrostatic coefficient of 1/rs = -0.895929 Ha
exchange coefficient of 1/rs = -0.458165 Ha
crystal minus exchange = -0.437764 Ha
largest closed form - quadrature = 7e-18 Ha
largest difference from libxc = 1e-17 Ha
```
